# From a quadratic Coulomb gap to square-root hopping and Mott hopping, part 2

Electrons in a trap layer hop between localized states at random positions in three dimensions, without correlation between position and energy. The problem is how the conductivity $\sigma$ depends on temperature $T$ when the density of states $g$, per unit energy and volume, has a Coulomb gap. Energies $\varepsilon$ are measured from the Fermi level, $\xi$ is the localization length, and $k$ is Boltzmann's constant. The Coulomb energy of two elementary charges at distance $r$ is $C/r$, where $\kappa$ is the relative permittivity. The gap is a premise, with a dimensionless number $\alpha$:

$$g(\varepsilon)=\frac{\alpha\,\varepsilon^2}{C^3},\qquad C=\frac{e^2}{4\pi\varepsilon_0\kappa}.$$

A pair of sites $i$, $j$ at weak field is a resistor $R_0\exp(u_{ij})$, with

$$u_{ij}=\frac{2r_{ij}}{\xi}+\frac{\varepsilon_{ij}}{kT},\qquad \varepsilon_{ij}=\tfrac12\bigl(|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|\bigr).$$

The smallest $\eta$ for which the bonds with $u_{ij}\le\eta$ connect the sample gives $\sigma=\sigma_0e^{-\eta}$, with a slowly varying prefactor $\sigma_0$. Sites with $|\varepsilon|>kT\eta$ take no part, and no bond is longer than $\xi\eta/2$. With $\varepsilon=kT\eta\,x$ and $r=\xi\eta s/2$, the bond rule is

$$s_{ij}+x_{ij}\le1,\qquad x_{ij}=\tfrac12\bigl(|x_i|+|x_j|+|x_i-x_j|\bigr).$$

For the parabola without end, the scaled density of sites is $\lambda x^2$. Its threshold $\lambda=\lambda_{ES}$ is a pure number, and the result is the Efros-Shklovskii (square-root) law:

$$\eta=\left(\frac{T_{ES}}{T}\right)^{1/2},\qquad T_{ES}=\frac{\beta_{ES}C}{k\xi},\qquad \lambda_{ES}=\frac{\alpha\beta_{ES}^3}{8}.$$

A numerical cluster search, which places random sites in a periodic cube and finds $\eta$ by bisection, gives $\beta_{ES}\approx7.5$ and $\lambda_{ES}\approx51$. The example has $\kappa=10$, $C=0.144$ eV nm, $\xi=1$ nm, $\alpha=3/\pi$ and $T_{ES}\approx1.26\times10^4$ K.

In a real layer the parabola cannot continue to arbitrary energy. The question now is how its end changes the law.

Q: You said that the parabola has to stop. Where does it stop?

A: I let it join a constant density $g_0$, the value the layer would have without the gap. The half-width $\Delta$ of the gap is the energy at which the two are equal:

$$\frac{\alpha\Delta^2}{C^3}=g_0\quad\Rightarrow\quad\Delta=\left(\frac{g_0C^3}{\alpha}\right)^{1/2}.$$

For $|\varepsilon|<\Delta$ the parabola holds, and beyond it $g=g_0$. The sharp join is a simplification. In the example I take $g_0=0.1$ eV$^{-1}$nm$^{-3}$, which is $10^{20}$ eV$^{-1}$cm$^{-3}$. Then

$$\Delta=\left(\frac{0.1\times0.144^3}{0.955}\right)^{1/2}\text{eV}\approx17.7\text{ meV},$$

or $\Delta/k\approx205$ K.

Q: Suppose the participating band is much wider than the gap. Can you then ignore the gap?

A: In the limit, yes. Use the same scaled variables, $\varepsilon=kT\eta x$ and $r=\xi\eta s/2$, with the constant density:

$$g_0\,d\varepsilon\,d^3r=g_0(kT\eta)\left(\frac{\xi\eta}{2}\right)^3dx\,d^3s=\lambda\,dx\,d^3s,\qquad \lambda=\frac{g_0kT\xi^3\eta^4}{8}.$$

There are now four powers of $\eta$: three from volume and one from energy. The bond rule is unchanged, so the threshold is another pure number, $\lambda_M$. Solving $\lambda=\lambda_M$ gives

$$\eta=\left(\frac{T_M}{T}\right)^{1/4},\qquad T_M=\frac{\beta_M}{kg_0\xi^3},\qquad \beta_M=8\lambda_M.$$

This is Mott's law. The Coulomb constant has disappeared, and the density of states has taken its place.

The same cluster search, now with constant $g_0$, gives $\eta=14.0$ at 50 K and 7.1 at 800 K. These temperatures serve to find the coefficient of an idealized density of states. The power from the two values is

$$\frac{\ln(14.0/7.1)}{\ln16}\approx0.245.$$

The scatter of the samples leaves an uncertainty of about 0.005 in this power, so it agrees with one quarter. Both runs together give $\beta_M\approx17$, with a standard error of 3%, and $\lambda_M\approx2.1$. Because $\beta_M$ contains the fourth power of $\eta$, an error of the search of 1% in $\eta$ becomes 4% here. For the example, with $k=8.617\times10^{-5}$ eV/K,

$$T_M=\frac{17.0}{0.1\times8.617\times10^{-5}}\text{ K}\approx2.0\times10^6\text{ K}.$$

Q: So I equate the two exponents and get the crossover temperature.

A: You get the temperature at which the two laws cross:

$$\left(\frac{T_{ES}}{T_x}\right)^{1/2}=\left(\frac{T_M}{T_x}\right)^{1/4}.$$

The fourth power of both sides is $T_{ES}^2/T_x^2=T_M/T_x$, and so

$$T_x=\frac{T_{ES}^2}{T_M}=\frac{\beta_{ES}^2C^2}{k^2\xi^2}\,\frac{kg_0\xi^3}{\beta_M}=\frac{\beta_{ES}^2}{\beta_M}\,\frac{g_0C^2\xi}{k}.$$

In the example this is $(1.2555\times10^4)^2/(1.978\times10^6)$ K, or about 80 K. There both laws have the exponent

$$\eta_x=\left(\frac{T_M}{T_{ES}}\right)^{1/2}\approx12.6.$$

The formula has a sensible dependence on the material. More states widen the gap, since $\Delta\propto g_0^{1/2}$, and carry square-root hopping to higher temperature. A larger permittivity weakens the Coulomb energy and lowers $T_x$ as $\kappa^{-2}$, if $g_0$ and $\xi$ stay fixed. For $C\to0$ the gap closes, $T_x$ goes to zero, and Mott hopping remains.

Q: Then below 80 K I use one law and above 80 K the other.

A: That does not follow. A crossing of two formulas does not say that either of them is right near the crossing. The square-root law was derived for a parabola without end. In the complete model it is safe as long as the participating sites all lie inside the gap:

$$kT\eta_{ES}=k(TT_{ES})^{1/2}\le\Delta.$$

Squaring and solving for $T$ gives

$$T\le T_\Delta=\frac{\Delta^2}{k^2T_{ES}}.$$

Below $T_\Delta$, replacing the endless parabola by the true density changes sites that have no bond in the critical network. The threshold is the same, so within this percolation model the end of the parabola makes no correction at all. In the example $T_\Delta=205^2/(1.2555\times10^4)$ K, or about 3.35 K.

Q: That is 24 times smaller than $T_x$. Is it an accident of your parameters?

A: No, the ratio is independent of $g_0$, $\kappa$ and $\xi$. Insert $g_0=\beta_M/(kT_M\xi^3)$ and $C=kT_{ES}\xi/\beta_{ES}$ in the gap width:

$$\Delta^2=\frac{g_0C^3}{\alpha}=\frac{\beta_M}{\alpha kT_M\xi^3}\,\frac{k^3T_{ES}^3\xi^3}{\beta_{ES}^3}=\frac{\beta_M}{\alpha\beta_{ES}^3}\,\frac{k^2T_{ES}^3}{T_M}.$$

Dividing by $k^2T_{ES}$ gives

$$T_\Delta=\frac{\beta_M}{\alpha\beta_{ES}^3}\,\frac{T_{ES}^2}{T_M}=\frac{8\lambda_M}{8\lambda_{ES}}\,T_x=\frac{\lambda_M}{\lambda_{ES}}\,T_x.$$

The ratio of the two computed thresholds is about 0.04. Even $\alpha$ has dropped out, because $\lambda_{ES}$ and $\lambda_M$ are numbers of the scaled problems.

Q: Could better values of the thresholds reverse the order, so that the square-root law survives beyond the crossing?

A: Not for uncorrelated sites. In the scaled problems the densities are $\lambda x^2$ and $\lambda$, and the participating sites have $|x|\le1$. For equal $\lambda$ the first set can be made from the second by deleting each site with probability $1-x^2$. Deleting sites cannot create a connection. The parabola therefore needs at least as large a $\lambda$, which means $\lambda_{ES}\ge\lambda_M$ and $T_\Delta\le T_x$.

The same comparison bounds the complete model. Its density is nowhere above the endless parabola and nowhere above $g_0$. Its sites can be obtained by deletion from either set, and hence

$$\eta\ge\left(\frac{T_{ES}}{T}\right)^{1/2}\quad\text{and}\quad\eta\ge\left(\frac{T_M}{T}\right)^{1/4}.$$

With the same $\sigma_0$, each law gives an upper bound on the conductivity.

Q: How far above the two laws is the true exponent at the crossing?

A: The cluster search with the complete density of states gives $\eta=14.7$ at $T_x$, against 12.55 from either law. This is 17% above them. The exponential makes it visible:

$$e^{-(14.70-12.55)}=e^{-2.15}\approx0.12.$$

If $\sigma_0$ is the same in all cases, both laws overestimate the conductivity of the model by a factor of $e^{2.15}$, or about nine, at the very temperature where they agree with each other.

At 2.7 K, below $T_\Delta$, the same calculation gives $\eta=68.8$. This differs from the square-root law by 0.6%, which is within the sampling error of 1%. At $4T_x$, or 319 K, the exponent is 7.5% above Mott's law, and at $16T_x$, or 1275 K, it is 3% above. The sampling error of these two ratios is about 1%. I use these two temperatures to follow the mathematical limit. Whether the gap still exists there is a separate matter.

Q: Why is Mott's law approached so slowly? At 319 K the participating band must be far wider than the gap.

A: It is. The ratio of gap to band is

$$w=\frac{\Delta}{kT\eta}=\frac{205}{319\times9.54}\approx0.07.$$

In scaled variables the gap occupies $|x|<w$, where the density is $\lambda(x/w)^2$ in place of $\lambda$. On each side of the Fermi level the missing part is

$$\int_0^w\left(1-\frac{x^2}{w^2}\right)dx=w-\frac w3=\frac{2w}{3}$$

out of a total of one. In the Mott regime $T\eta\propto T^{3/4}$, so $w$ falls only as $T^{-3/4}$.

The missing sites are also the best connected ones. With partners spread evenly in energy, a site at $x$ can reach a partner at $x'$ within the scaled distance $1-x_{ij}$. This distance never increases when $|x|$ grows at fixed $x'$ on either side of the Fermi level, since $x_{ij}$ is then either a maximum or a sum. After averaging over $x'$ of both signs, sites near $x=0$ have the most neighbours.

The numbers at $T_x$ show the difference. There

$$w=\frac{205}{79.7\times14.7}\approx0.175,$$

and 12% of the sites are missing. If the same fraction were removed evenly at all energies, the threshold would require $\lambda(1-0.12)=\lambda_M$. As $\lambda\propto\eta^4$ at fixed temperature, $\eta$ would rise by the factor $(1/0.88)^{1/4}\approx1.03$. The computed factor is 1.17. It matters which sites are missing, and not just how many.

Q: I have seen a crossover temperature with a factor of 16 in it. Which one is right?

A: They answer different questions. Define the activation energy as the local slope $W=-d\ln\sigma/d(1/kT)$, with $\sigma_0$ constant, and write $b=1/kT$. Then $W=d\eta/db$. For the square-root law,

$$\eta=(kT_{ES}b)^{1/2},\qquad W_{ES}=\tfrac12(kT_{ES})^{1/2}b^{-1/2}=\tfrac12k(T_{ES}T)^{1/2}.$$

For Mott's law,

$$\eta=(kT_Mb)^{1/4},\qquad W_M=\tfrac14(kT_M)^{1/4}b^{-3/4}=\tfrac14kT_M^{1/4}T^{3/4}.$$

Equating them gives $2T_{ES}^{1/2}T^{1/2}=T_M^{1/4}T^{3/4}$. Hence $T^{1/4}=2T_{ES}^{1/2}/T_M^{1/4}$, and the fourth power is

$$T=\frac{16T_{ES}^2}{T_M}=16T_x.$$

At this point the slopes agree but the exponents do not. Their ratio is $\eta_M/\eta_{ES}=(T/T_x)^{1/4}=2$. Two curves can be joined smoothly there if each has its own prefactor. With a common prefactor, as in this model, the laws cross at $T_x$.

Q: Does the computed curve favour either of them as the place where the power changes?

A: It shows a gradual change. The mean power of $1/T$ in $\eta$, taken between neighbouring computed points, is 0.46 from 2.7 to 80 K, 0.31 from 80 to 319 K, and 0.28 from 319 to 1275 K. The first interval includes a small part below $T_\Delta$, where the power is one half. A measurement over a narrow range inside the crossover could be fitted with an intermediate power that belongs to neither law. I would quote $T_x$ as the crossing temperature and $T_\Delta$ as the temperature up to which the square-root law needs no correction in this model. The correction starts from zero there, so $T_\Delta$ does not mark a visible break in the curve.

Q: You have been using a gap of 205 K at temperatures above 1000 K. That cannot be right.

A: It is not right for a real layer. The Coulomb gap belongs to the arrangement of charges with the lowest energy, and heat disturbs that arrangement. A rigid gap requires $kT\ll\Delta$. At $T_\Delta$ this is safe, because $kT\eta=\Delta$ there and thus $kT/\Delta=1/\eta\approx0.016$.

At the crossing, use $\Delta=k(T_\Delta T_{ES})^{1/2}$ from the definition of $T_\Delta$:

$$\frac{kT_x}{\Delta}=\left(\frac{T_x}{T_\Delta}\right)^{1/2}\left(\frac{T_x}{T_{ES}}\right)^{1/2}=\left(\frac{\lambda_{ES}}{\lambda_M}\right)^{1/2}\frac1{\eta_x}\approx\frac{4.9}{\eta_x}.$$

With $\eta_x=12.6$ this is 0.39, which is not small. At $16T_x$ it is 6.2, and the rigid gap has lost its meaning. Within this model, a credible crossing at $T_x$ needs at least $\eta_x\gg4.9$, or $T_M\gg24\,T_{ES}$. For the point of equal slopes one would need $\eta_x\gg78$.

Q: Then what can you still say about the example at 80 K?

A: A range, under a stated condition. Suppose that heat fills the gap partly, so that the density of states lies between the rigid gap and the constant $g_0$, while the sites remain uncorrelated. The deletion argument then places $\eta$ between Mott's value and the rigid-gap value, that is, between 12.6 and 14.7. Filling the gap brings Mott's law closer at a given temperature. How fast the gap fills is outside this model.

Q: And does any of this apply to a memory cell?

A: Not to a usual charge-trap cell, whose trap layer is only several nanometres thick and works at high field. It can apply to slow leakage through a thick, densely trapped layer at low temperature and low field, if the Fermi level lies among the trap states. The traps must also fit the premises of the model. The rate used here has one phonon and no lattice relaxation, whereas the band at $T_x$ reaches $kT\eta\approx0.1$ eV and deep traps in insulators often relax strongly when charged. The value $\xi=1$ nm suits shallow states; a trap 1.5 eV deep with mass $0.4m_e$ has $\hbar/\sqrt{2mE}\approx0.25$ nm. A metal electrode closer than the hopping distance screens $C/r$ and fills the gap. Two further conditions are severe. Bonds at $T_x$ can be up to $\xi\eta/2\approx7$ nm long. A film of similar thickness is not a three-dimensional network, and a few favourable chains of traps can carry the current across it.

The field must also be weak. The derivation of the bond resistance needs a potential difference well below $kT$ across a bond. A rough condition is

$$eF\,\frac{\xi\eta}{2}\ll kT.$$

At 80 K, $kT$ is about 6.9 meV, so $F$ must be far below $6.9\text{ mV}/7.35\text{ nm}$, or about 1 MV/m. This is an estimate and not a sharp limit: most bonds are shorter than $\xi\eta/2$, but the voltage is not shared evenly among them. For comparison, a sheet of $10^{12}$ stored electrons per cm$^2$ changes the field across it by $en/(\varepsilon_0\kappa)\approx18$ MV/m at $\kappa=10$, where $n$ is their number per area. An isolated sheet has half of this on each side, and the side facing a nearby electrode can carry almost all of it. Such a field is far outside the range of the law at 80 K. At stronger fields the field itself supplies energy to the hop, and neither temperature law can be used in the form derived here.
